**Polarization in Mott scattering: zero in first Born order, linear in Zα at leading order**

The program studies an electron of momentum $p$ and mass $m$ in the potential energy $V=-\lambda e^{-\mu r}/r$, with $\lambda=Z\alpha$ and spin amplitude $F=f-ig\,\boldsymbol\sigma\cdot\mathbf n$, where $\mathbf n$ is the unit vector along $\mathbf k\times\mathbf k'$. From explicit Dirac spinors it asserts that the first Born amplitude rotates an existing polarization but creates none. It asserts that numerical angular integration of the unitarity product agrees with the closed second-order formulas, and that the polarization at this order vanishes for massless electrons. It also asserts that the screened coefficient $S/\lambda$ tends to the unscreened formula as $\mu\to0$. Phase shifts from the radial Dirac equation, found without a Born expansion, must reproduce the small-$\lambda$ slopes of $f$, $g$ and the polarization $S$. At $\beta=0.6$, $\theta=120^\circ$ and $\mu=0.5\,m$, both routes give $S/\lambda=-0.2117$. The output also shows the linear law losing accuracy as the coupling grows: at $\lambda=0.5$ it gives $-0.106$, against $-0.223$ from the partial waves. For an unscreened charge $Z=10$ the leading-order polarization is $-1.8\%$.

## Check in Python

```python
# Result under test: first Born scattering of an unpolarized electron beam by a
# static electric potential gives no polarization. The polarization S along
# n = k x k' needs a relative phase of f and g in F = f - i g sigma.n, and
# S is linear in lam = Z*alpha for weak coupling.
# Potential energy V(r) = -lam*exp(-mu*r)/r; units hbar = c = electron mass = 1.
# p, E: momentum and energy; theta: scattering angle; k along z, k' in xz plane.
import numpy as np
from scipy import constants
from scipy.special import eval_legendre, spherical_jn, spherical_yn

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
ONE = np.eye(2, dtype=complex)


def spinors(direction, p, m):
    """Two positive-energy Dirac spinors as columns, normalized to 2E."""
    E = np.hypot(p, m)
    sk = np.einsum('...i,iab->...ab', direction, PAULI)
    upper = np.broadcast_to(ONE, sk.shape)
    return np.sqrt(E + m) * np.concatenate([upper, p * sk / (E + m)], axis=-2)


def born_matrix(kout, kin, p, m, mu):
    """First Born spin matrix divided by lam."""
    q2 = p**2 * np.sum((kout - kin)**2, axis=-1)
    overlap = np.swapaxes(spinors(kout, p, m).conj(), -1, -2) @ spinors(kin, p, m)
    return overlap / (q2 + mu**2)[..., None, None]


def polarization(F, rho=ONE / 2):
    out = F @ rho @ F.conj().T
    return np.array([np.trace(out @ s).real for s in PAULI]) / np.trace(out).real


def directions(theta):
    return np.array([0., 0., 1.]), np.array([np.sin(theta), 0., np.cos(theta)])


def cut_matrix(theta, p, m, mu, n=160):
    """Angular quadrature of the unitarity product, divided by lam**2."""
    kin, kout = directions(theta)
    x, w = np.polynomial.legendre.leggauss(n)
    phi = 2 * np.pi * np.arange(n) / n
    X, PHI = np.meshgrid(x, phi, indexing='ij')
    R = np.sqrt(1 - X**2)
    mid = np.stack([R * np.cos(PHI), R * np.sin(PHI), X], axis=-1)
    weight = w[:, None] * np.full((1, n), 2 * np.pi / n)
    product = born_matrix(kout, mid, p, m, mu) @ born_matrix(mid, kin, p, m, mu)
    return p / (4 * np.pi) * np.einsum('ij,ijab->ab', weight, product)


def angular_integrals(theta, p, mu):
    a, c, s = 1 + mu**2 / (2 * p**2), np.cos(theta), np.sin(theta / 2)
    root = np.sqrt(a**2 - 1 + s**2)
    I0 = 4 * np.pi / (s * root) * np.arctanh(s / root)
    L = 2 * np.pi * np.log((a + 1) / (a - 1))
    return a, I0, (a * I0 - L) / (1 + c)


def closed_amplitudes(theta, p, m, mu):
    """f1/lam, g1/lam, Im f2/lam^2, Im g2/lam^2."""
    E, c, sn = np.hypot(p, m), np.cos(theta), np.sin(theta)
    a, I0, J = angular_integrals(theta, p, mu)
    den = 2 * p**2 * (a - c)
    f1, g1 = (E + m + (E - m) * c) / den, (E - m) * sn / den
    C = 1 / (16 * np.pi * p**3)
    imf = C * ((E + m)**2 * I0 + 2 * p**2 * J * (1 + c) + (E - m)**2 * I0 * c)
    img = C * sn * (2 * p**2 * J + (E - m)**2 * I0)
    return f1, g1, imf, img


def linear_coefficient(theta, p, m, mu):
    """Leading S/lam for the screened potential."""
    E, s = np.hypot(p, m), np.sin(theta / 2)
    a, I0, J = angular_integrals(theta, p, mu)
    return (m * p * (a - np.cos(theta)) * np.sin(theta) * (2 * J - I0)
            / (8 * np.pi * E**2 * (1 - (p / E)**2 * s**2)))


def coulomb_coefficient(theta, beta):
    """Leading S/lam without screening."""
    s, ch = np.sin(theta / 2), np.cos(theta / 2)
    return (2 * beta * np.sqrt(1 - beta**2) * s**3 * np.log(s)
            / (ch * (1 - beta**2 * s**2)))


def partial_wave_amplitudes(theta, p, m, mu, lams, lmax=30, rmax=50.):
    """f and g for each coupling from radial Dirac phase shifts (RK4)."""
    E = np.hypot(p, m)
    kappa = np.concatenate([-np.arange(1, lmax + 2), np.arange(1, lmax + 1)])
    ell = np.where(kappa < 0, -kappa - 1, kappa)
    lower_ell = np.where(kappa < 0, ell + 1, ell - 1)
    K, lam = kappa[None, :].astype(float), np.array(lams)[:, None]
    gam = np.sqrt(K**2 - lam**2)
    # Regular power-law solution at the origin fixes the component ratio.
    G = np.where(K < 0, 1., lam / (gam + np.abs(K)))
    F = np.where(K < 0, -lam / (gam + np.abs(K)), 1.)
    y = np.array([G, F])

    def slope(r, y):
        v = -lam * np.exp(-mu * r) / r
        return np.array([-K / r * y[0] + (E - v + m) * y[1],
                         K / r * y[1] - (E - v - m) * y[0]])

    r = 1e-4
    while r < rmax:
        h = 0.006 * r / (1 + 0.3 * r)
        s1 = slope(r, y)
        s2 = slope(r + h / 2, y + h / 2 * s1)
        s3 = slope(r + h / 2, y + h / 2 * s2)
        s4 = slope(r + h, y + h * s3)
        y = y + h / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
        r += h
    G, F = y
    x, ratio = p * r, np.sign(kappa) * p / (E + m)
    Gj, Gy = spherical_jn(ell, x), spherical_yn(ell, x)
    Fj = ratio * spherical_jn(lower_ell, x)
    Fy = ratio * spherical_yn(lower_ell, x)
    delta = np.arctan((G * Fj - F * Gj) / (G * Fy - F * Gy))
    T = (np.exp(2j * delta) - 1) / (2j * p)
    Tplus = T[:, :lmax + 1]
    Tminus = np.concatenate([np.zeros((len(lams), 1)), T[:, lmax + 1:]], axis=1)
    l, c = np.arange(lmax + 1), np.cos(theta)
    P = eval_legendre(l, c)
    Pprev = np.concatenate([[0.], P[:-1]])
    sin_dP = l * (Pprev - c * P) / np.sin(theta)
    f = ((l + 1) * Tplus + l * Tminus) @ P
    g = (Tminus - Tplus) @ sin_dP
    return f, g


m, beta, theta, mu = 1.0, 0.6, np.deg2rad(120.), 0.5
E = m / np.sqrt(1 - beta**2)
p = beta * E
kin, kout = directions(theta)

# First Born: no created polarization, only rotation of an existing one.
for angle in np.deg2rad([20., 75., 120., 165.]):
    k0, k1 = directions(angle)
    B = born_matrix(k1, k0, p, m, mu)
    fa, ga = closed_amplitudes(angle, p, m, mu)[:2]
    assert np.allclose(B, fa * ONE - 1j * ga * PAULI[1], atol=1e-12)
    assert np.max(np.abs(polarization(B))) < 1e-12
    turn = 2 * np.arctan2(ga, fa)
    rotated = polarization(B, (ONE + PAULI[2]) / 2)
    assert np.allclose(rotated, [np.sin(turn), 0, np.cos(turn)], atol=1e-12)
born = born_matrix(kout, kin, p, m, mu)
f1, g1, imf2, img2 = closed_amplitudes(theta, p, m, mu)
born_pol = np.linalg.norm(polarization(born))
flip = abs(born[1, 0])**2 / (abs(born[0, 0])**2 + abs(born[1, 0])**2)
omega = 2 * np.arctan2(g1, f1)

# Unitarity quadrature against closed integrals and the compact linear law.
for angle in np.deg2rad([50., 120., 160.]):
    for screen in (0.5, 0.25):
        k0, k1 = directions(angle)
        cut = cut_matrix(angle, p, m, screen)
        imf, img = closed_amplitudes(angle, p, m, screen)[2:]
        assert np.allclose(cut, imf * ONE - 1j * img * PAULI[1],
                           rtol=1e-8, atol=1e-9)
        tiny = 1e-5
        F = born_matrix(k1, k0, p, m, screen) + 1j * tiny * cut
        measured = polarization(F)[1] / tiny
        assert np.isclose(measured, linear_coefficient(angle, p, m, screen),
                          rtol=1e-5)

# Massless electrons: the second-order cut gives no polarization.
massless = born_matrix(kout, kin, p, 0., mu) + 0.01j * cut_matrix(theta, p, 0., mu)
massless_pol = np.linalg.norm(polarization(massless))
assert massless_pol < 1e-10

# Removing the screening leaves a finite coefficient.
for angle in np.deg2rad([50., 120., 160.]):
    assert np.isclose(linear_coefficient(angle, p, m, 1e-4),
                      coulomb_coefficient(angle, beta), rtol=1e-4)

# Radial Dirac equation, without Born expansion.
lams = [0.01, -0.01, 0.02, -0.02, 0.1, -0.1, 0.3, 0.5]
f, g = partial_wave_amplitudes(theta, p, m, mu, lams)
S = np.array([polarization(a * ONE - 1j * b * PAULI[1])[1] for a, b in zip(f, g)])


def slope_at_zero(values):
    d1 = (values[0] - values[1]) / 0.02
    d2 = (values[2] - values[3]) / 0.04
    return (4 * d1 - d2) / 3


s_linear = linear_coefficient(theta, p, m, mu)
s_radial = slope_at_zero(S)
f_radial, g_radial = slope_at_zero(f).real, slope_at_zero(g).real
assert np.isclose(f_radial, f1, rtol=1e-3)
assert np.isclose(g_radial, g1, rtol=1e-3)
assert np.isclose(s_radial, s_linear, rtol=1e-3)
assert abs(S[2] / S[0] - 2) < 0.2
assert S[0] * S[1] < 0

mc2_keV = constants.m_e * constants.c**2 / constants.e / 1000
Z = 10
z_alpha = Z * constants.alpha
s_coulomb = coulomb_coefficient(theta, beta)
print(f"speed beta = {beta:.3f}")
print(f"energy E = {E:.4f} m")
print(f"momentum p = {p:.4f} m")
print(f"kinetic energy = {(E - m) * mc2_keV:.2f} keV")
print(f"scattering angle = {np.rad2deg(theta):.1f} degrees")
print(f"screening mu = {mu:.3f} m")
print(f"first Born f1/lam = {f1:.6f} 1/m")
print(f"first Born g1/lam = {g1:.6f} 1/m")
print(f"first Born flip fraction, spin along beam = {flip:.6f}")
print(f"first Born spin rotation angle = {np.rad2deg(omega):.4f} degrees")
print(f"first Born created polarization = {born_pol:.1e}")
print(f"second order Im f2/lam^2 = {imf2:.6f} 1/m")
print(f"second order Im g2/lam^2 = {img2:.6f} 1/m")
print("phases divided by lam (rad), and S/lam, as screening is removed:")
for screen in (0.5, 0.05, 0.005, 0.0005):
    a1, b1, a2, b2 = closed_amplitudes(theta, p, m, screen)
    print(f" mu={screen:.4f} m: f {a2/a1:.5f}, g {b2/b1:.5f}, "
          f"g-f {b2/b1-a2/a1:.5f}, S/lam "
          f"{linear_coefficient(theta, p, m, screen):.6f}")
print(f"unscreened limit S/lam = {s_coulomb:.6f}")
print(f"radial equation slope f/lam = {f_radial:.6f} 1/m")
print(f"radial equation slope g/lam = {g_radial:.6f} 1/m")
print(f"radial equation slope S/lam = {s_radial:.6f}")
print(f"linear law S/lam, mu = 0.5 m = {s_linear:.6f}")
print("radial equation at mu = 0.5 m:")
for lam, fa, ga, pol in zip(lams, f, g, S):
    sign = 1 if lam > 0 else -1
    phase = np.angle(sign * ga) - np.angle(sign * fa)
    print(f" lam={lam:+.2f}: S={pol:+.6f}, linear={lam*s_linear:+.6f}, "
          f"phase g-f={phase:+.6f} rad")
print(f"S ratio, lam 0.02 to 0.01 = {S[2] / S[0]:.5f}")
print(f"massless polarization, second-order cut = {massless_pol:.1e}")
print(f"Z = {Z}, Z alpha = {z_alpha:.6f}")
print(f"unscreened leading S for Z = {Z}: {z_alpha * s_coulomb:.6f}")
print(f"same result in percent = {100 * z_alpha * s_coulomb:.4f} %")
print("every check passed")
```

Output:

```
speed beta = 0.600
energy E = 1.2500 m
momentum p = 0.7500 m
kinetic energy = 127.75 keV
scattering angle = 120.0 degrees
screening mu = 0.500 m
first Born f1/lam = 1.096774 1/m
first Born g1/lam = 0.111745 1/m
first Born flip fraction, spin along beam = 0.010274
first Born spin rotation angle = 11.6351 degrees
first Born created polarization = 9.1e-17
second order Im f2/lam^2 = 3.306591 1/m
second order Im g2/lam^2 = 0.219608 1/m
phases divided by lam (rad), and S/lam, as screening is removed:
 mu=0.5000 m: f 3.01483, g 1.96525, g-f -1.04958, S/lam -0.211676
 mu=0.0500 m: f 10.76884, g 9.55178, g-f -1.21706, S/lam -0.245453
 mu=0.0050 m: f 18.45674, g 17.23834, g-f -1.21840, S/lam -0.245724
 mu=0.0005 m: f 26.13227, g 24.91385, g-f -1.21842, S/lam -0.245727
unscreened limit S/lam = -0.245727
radial equation slope f/lam = 1.096774 1/m
radial equation slope g/lam = 0.111745 1/m
radial equation slope S/lam = -0.211676
linear law S/lam, mu = 0.5 m = -0.211676
radial equation at mu = 0.5 m:
 lam=+0.01: S=-0.002150, linear=-0.002117, phase g-f=-0.010598 rad
 lam=-0.01: S=+0.002084, linear=+0.002117, phase g-f=+0.010394 rad
 lam=+0.02: S=-0.004368, linear=-0.004234, phase g-f=-0.021402 rad
 lam=-0.02: S=+0.004103, linear=+0.004234, phase g-f=+0.020586 rad
 lam=+0.10: S=-0.024744, linear=-0.021168, phase g-f=-0.115388 rad
 lam=-0.10: S=+0.018114, linear=+0.021168, phase g-f=+0.095067 rad
 lam=+0.30: S=-0.100573, linear=-0.063503, phase g-f=-0.409759 rad
 lam=+0.50: S=-0.223486, linear=-0.105838, phase g-f=-0.776337 rad
S ratio, lam 0.02 to 0.01 = 2.03153
massless polarization, second-order cut = 1.1e-16
Z = 10, Z alpha = 0.072974
unscreened leading S for Z = 10: -0.017932
same result in percent = -1.7932 %
every check passed
```
